# Wagner's parabolic oxidation law and the Cabrera–Mott thin-film law

Suppose the growth of an oxide scale is estimated by letting cation vacancies diffuse down their concentration gradient as if they were neutral. For dilute, unassociated, doubly charged vacancies accompanied by fast holes, the predicted growth constant is too small by almost a factor of three, because the electric field that holds the two carriers together has been left out. Suppose next that the corrected parabolic law is carried down to a film one nanometre thick. It then rests on a charge neutrality that such a film need not possess. The two regimes need different treatments of the electric potential: in a thick scale it is eliminated by the condition of zero current, and in a thin film it is the driving force.

Consider first a compact, planar oxide \(\mathrm{MO}_{z/2}\) between metal at \(x=0\) and oxygen gas at \(x=L\). Cations carry charge \(+ze\), oxide ions \(-2e\), electrons \(-e\). SI units are used, with energies in eV where convenient. Each carrier \(i\), of charge number \(z_i\), has the electrochemical potential \(\eta_i=\mu_i+z_ie\phi\). In linear transport without cross terms its current density is \(z_iej_i=-\sigma_i\,d(\eta_i/z_ie)/dx\), so its particle flux is

\[
j_i=-\frac{\sigma_i}{z_i^2e^2}\frac{d\eta_i}{dx}.
\]

Local equilibrium ties the charged species to the neutral components. From \(\mathrm M\rightleftharpoons \mathrm M^{z+}+z\,\mathrm e^-\) and \(\mathrm O+2\mathrm e^-\rightleftharpoons \mathrm O^{2-}\),

\[
\eta_+=\mu_M-z\eta_e,\qquad \eta_-=\mu_O+2\eta_e .
\]

Near stoichiometry the Gibbs–Duhem relation is \(d\mu_M+(z/2)\,d\mu_O=0\), hence \(\mu_O'=-(2/z)\mu_M'\), where a prime means \(d/dx\). Inserting these relations gives

\[
j_+=-\frac{\sigma_M}{z^2e^2}(\mu_M'-z\eta_e'),\qquad
j_-=-\frac{\sigma_O}{4e^2}(\mu_O'+2\eta_e')
=\frac{\sigma_O}{2ze^2}(\mu_M'-z\eta_e'),
\]

and \(j_e=-\sigma_{el}\eta_e'/e^2\). Both ions are driven by the same combination of gradients, in opposite directions.

No external circuit is attached, so the total current vanishes: \(zj_+-2j_--j_e=0\). With \(\sigma_{ion}=\sigma_M+\sigma_O\) this reads

\[
-\frac{\sigma_{ion}}{ze^2}(\mu_M'-z\eta_e')+\frac{\sigma_{el}}{e^2}\eta_e'=0
\quad\Longrightarrow\quad
\eta_e'=\frac{1}{z}\,\frac{\sigma_{ion}}{\sigma_{ion}+\sigma_{el}}\,\mu_M' .
\]

The electrostatic potential itself was not needed. Subtracting \(z\eta_e'\) from \(\mu_M'\) leaves

\[
\mu_M'-z\eta_e'=\frac{\sigma_{el}}{\sigma_{ion}+\sigma_{el}}\,\mu_M' .
\]

Growth can occur through cations moving outward, oxide ions moving inward, or both. The flux that counts new formula units is

\[
g=j_+-\frac{2}{z}j_- .
\]

To see this, add the places where oxide forms. Cations arriving at the outer surface form \(j_+(L)\) units per area and time, oxide ions arriving at the metal form \(-(2/z)j_-(0)\), and convergence of the cation flux inside the oxide forms \(j_+(0)-j_+(L)\). The sum is \(g(0)\). A drift of the lattice at velocity \(v\) adds \(c_+v\) to \(j_+\) and \(c_-v=(z/2)c_+v\) to \(j_-\), which cancels in \(g\). Conservation gives \(\partial_t[c_+-(2/z)c_-]=-g'\), so \(g\) is uniform across the scale as long as the stoichiometry changes slowly.

Substituting the ionic fluxes, and using \(\tfrac2z\cdot\tfrac1{2z}=\tfrac1{z^2}\),

\[
g=-\frac{\sigma_{ion}}{z^2e^2}(\mu_M'-z\eta_e')
=-\frac{\sigma_{amb}}{z^2e^2}\,\mu_M',\qquad
\sigma_{amb}=\frac{\sigma_{ion}\sigma_{el}}{\sigma_{ion}+\sigma_{el}} .
\]

The conductivities combine like resistors in series, so the poorer conductor controls growth. An oxide that blocks either ions or electrons does not grow by this mechanism.

Define a local oxygen pressure \(p\) through \(\mu_O=\tfrac12kT\ln p+\text{const}\). Then \(\mu_M'=-(z/2)\mu_O'=-(z/4)kT(\ln p)'\), and

\[
g=\frac{kT}{4ze^2}\,\sigma_{amb}\,\frac{d\ln p}{dx}.
\]

The sign is right: pressure rises toward the gas and the growth flux is positive. Since \(g\) is uniform, integration over the scale gives \(gL\) on the left. With volume \(\Omega\) per formula unit, \(dL/dt=\Omega g\), so

\[
L\frac{dL}{dt}=k_p,\qquad
k_p=\frac{\Omega kT}{4ze^2}\int_{\ln p_i}^{\ln p_o}
\frac{\sigma_{ion}\sigma_{el}}{\sigma_{ion}+\sigma_{el}}\,d\ln p .
\]

This is Wagner's parabolic constant. Fast interface reactions keep \(p_i\) and \(p_o\) fixed, so \(k_p\) does not depend on time and \(L^2=L_0^2+2k_pt\). If the law is written without the factor 2, the constant is twice as large. As a test, the three raw fluxes were integrated numerically with pressure-dependent conductivities; the growth flux and the drop in \(\eta_e\) agree with the formulas.

The same result takes the form of a diffusion law when the defects are specified. Let cation vacancies of effective charge \(-ze\) and density \(c\) be compensated by holes of density \(h=zc\), both dilute and ideal, with diffusion coefficients \(D_v\) and \(D_h\), and let the oxide ions be immobile. The Nernst–Einstein relation gives

\[
\sigma_{ion}=\frac{z^2e^2cD_v}{kT},\qquad
\sigma_{el}=\frac{ze^2cD_h}{kT},\qquad
\sigma_{amb}=\frac{z^2e^2c}{kT}\,\frac{D_vD_h}{zD_v+D_h}.
\]

Adding a metal atom to the oxide consumes one vacancy and \(z\) holes. At equilibrium \(d\mu_M=-kT(d\ln c+z\,d\ln h)=-(1+z)kT\,d\ln c\), and therefore

\[
g=\tilde D\,\frac{dc}{dx},\qquad
\tilde D=\frac{(1+z)D_vD_h}{zD_v+D_h}.
\]

The vacancies themselves flow inward with flux \(-g\), down their gradient. Conservation then gives the ambipolar diffusion equation \(\partial_tc=\partial_x(\tilde D\,\partial_xc)\), and a steady profile with constant \(\tilde D\) gives \(k_p=\Omega\tilde D(c_o-c_i)\).

The factor \(1+z\) comes from the internal field \(E\), as a second derivation shows. The two defect fluxes are

\[
j_v=-D_v\Big(c'+zc\frac{eE}{kT}\Big),\qquad
j_h=-D_h\Big(h'-h\frac{eE}{kT}\Big),
\]

and zero current requires \(j_h=zj_v\). With \(h=zc\) this becomes \(D_h(c'-c\,eE/kT)=D_v(c'+zc\,eE/kT)\), so

\[
\frac{eE}{kT}=\frac{D_h-D_v}{D_h+zD_v}\,\frac{c'}{c}.
\]

Inserting the field in \(j_v\) gives \(-D_vc'\,[1+z(D_h-D_v)/(D_h+zD_v)]=-\tilde Dc'\), as before. When holes are faster, the field points outward, holding back the inward-moving holes and pulling the negative vacancies along. For \(D_h\gg zD_v\), \(\tilde D\to(1+z)D_v\). In the opposite limit \(\tilde D\to(1+z)D_h/z\), and the holes set the pace.

The pressure dependence follows by equating the two expressions for \(d\mu_M\), namely \(-(1+z)kT\,d\ln c=-(z/4)kT\,d\ln p\). Thus \(c\propto p^{z/[4(z+1)]}\), which is \(p^{1/6}\) for \(z=2\). When \(p_i\) is so far below \(p_o\) that \(c_i\ll c_o\), which for \(z=2\) means \((p_i/p_o)^{1/6}\ll1\), the growth constant inherits this weak power of the gas pressure. A different defect structure gives a different law: if \(\sigma_{el}\gg\sigma_{ion}\) and \(\sigma_{ion}\) is independent of pressure, the integral gives \(k_p\propto\ln(p_o/p_i)\).

Two approximations can now be judged. The profile relaxes in a time of order \(L^2/\tilde D\), while the thickness changes in a time of order \(L^2/k_p\). Their ratio is \(k_p/\tilde D=\Omega(c_o-c_i)\), a difference of vacancy site fractions. In a moving-boundary calculation with site fraction 0.01 outside and zero inside, the growth constant lies 0.7% above the quasi-steady value. Two first-order terms in the outer site fraction \(w_o\) make up this figure. New oxide at the surface needs only \(1-w_o\) cations per site, which raises the speed by \(w_o\). The lag of the profile follows from putting \(\partial_tw=-w_ox\dot L/L^2\) of the linear profile into the diffusion equation, and it lowers the gradient at the outer edge by the fraction \(L\dot L/3\tilde D\approx w_o/3\). The sum is \(2w_o/3\), and each term is of the expected order.

Neutrality requires \(L\) to be large compared with the Debye length

\[
\lambda_D=\sqrt{\frac{\varepsilon kT}{e^2(z^2+z)c}},
\]

where \(z^2c\) comes from the vacancies and \(h=zc\) from the holes. The Poisson equation was solved together with the two flux equations for \(z=2\), \(D_h=3D_v\), an inner density 0.3 times the outer one, and neutral boundary values. With \(\lambda_D\) at the outer edge equal to 0.4% of \(L\), the flux differs from the neutral formula by about \(2\times10^{-5}\), relative to that formula. With \(\lambda_D\) equal to \(1.3L\), the difference is 3%. This small figure belongs to the mild contrasts chosen. For \(D_h=D_v\) the field vanishes and the neutral formula is exact at any thickness. For \(D_h\gg D_v\) and \(\lambda_D\gg L\) the field is uniform, the holes fix \(eEL/kT=\ln(c_o/c_i)\), and integrating \(j_v\) gives the flux \((D_v/L)\,z\ln(c_o/c_i)\,[c_o-c_i(c_i/c_o)^z]/[1-(c_i/c_o)^z]\). For the same density ratio this is 23% above the neutral value \((1+z)D_v(c_o-c_i)/L\), and the gap widens as \(c_i/c_o\) falls. A potential drop fixed by charged adsorbed oxygen is treated below.

For a thick-scale example take model parameters \(z=2\), \(T=1300\) K, \(\Omega=2.0\times10^{-29}\ \mathrm{m^3}\), \(D_v=10^{-11}\) and \(D_h=10^{-9}\ \mathrm{m^2/s}\), a vacancy site fraction of 0.001 at 1 bar, and pressures \(p_i=10^{-10}\) and \(p_o=0.2\) bar. The one-sixth power gives site fractions \(2.15\times10^{-5}\) at the metal and \(7.65\times10^{-4}\) at the gas. At the outer edge \(\sigma_{ion}=0.00219\) and \(\sigma_{el}=0.109\) S/m, so the holes carry 98% of the total conductivity and \(\sigma_{amb}=0.00214\) S/m lies just below the ionic value. The diffusion coefficient is

\[
\tilde D=\frac{3\times10^{-11}\times10^{-9}}{2\times10^{-11}+10^{-9}}
=2.94\times10^{-11}\ \mathrm{m^2/s},
\]

which is 2.94 times \(D_v\); this is the factor lost by treating the vacancies as neutral. Then

\[
k_p=\Omega\tilde D(c_o-c_i)
=2.94\times10^{-11}\times7.43\times10^{-4}
=2.19\times10^{-14}\ \mathrm{m^2/s},
\]

or \(2.19\times10^{-10}\ \mathrm{cm^2/s}\). The conductivity integral, 0.0125 S/m, gives the same value when multiplied by \(\Omega kT/4ze^2\). Starting from negligible thickness, the scale reaches \(\sqrt{2k_pt}=12.5\) µm after 1 h, 40 µm after 10 h and 125 µm after 100 h. These figures rest on ideal, unassociated defects, which is a poor assumption at these densities. With relative permittivity 10 the Bjerrum length \(e^2/4\pi\varepsilon kT\) is 1.3 nm, and a vacancy and a hole 0.3 nm apart attract each other with about \(8.6\,kT\). In a real oxide such pairing lowers the effective charge; singly charged vacancies in MO would give a factor 2 in place of 3 and a power \(p^{1/4}\) in place of \(p^{1/6}\). Wagner's conductivity integral does not rely on ideality. In the ideal model the Debye length is 0.5 nm at the outer edge and 3 nm at the inner edge, so neutrality is well justified at these thicknesses. It would not be justified in a film of one or two nanometres.

In such a film at low temperature, suppose that electrons cross readily, by tunnelling for example, and charge adsorbed oxygen until the electrons of the metal and of the surface are in equilibrium. This sets up a potential drop \(V\), positive on the metal side, which is taken as independent of \(L\). If space charge in the film is negligible, the field is uniform and equal to \(V/L\). It pulls cations outward, and it strengthens as the film gets thinner.

Let the cations move by hops of length \(2a\), with the barrier top halfway, so that the field lowers a forward barrier by \(zeaV/L\) and raises a backward one by the same amount. Entry from the metal has barrier \(W\); hops inside the film, and the return from the first layer to the metal, have barrier \(U<W\). With attempt frequency \(\nu\), the rates are

\[
k_0=\nu e^{-(W-zeaV/L)/kT},\qquad
k_\pm=\nu e^{-(U\mp zeaV/L)/kT}.
\]

Define \(L_1=zeaV/kT\). Then \(r=k_-/k_+=e^{-2L_1/L}\).

Let the film contain \(N\) hops, \(L=2aN\), with areal density \(n_s\) of entry sites and \(n_j\) cations in layer \(j\). Cations reaching the surface are built into oxide at once, so \(n_N=0\). In a steady state the same flux \(J\) crosses every barrier:

\[
J=k_0n_s-k_-n_1,\qquad J=k_+n_j-k_-n_{j+1}.
\]

The second relation gives \(n_j=J/k_++r\,n_{j+1}\). Iterating from the outer end, \(n_1=(J/k_+)(1+r+\dots+r^{N-2})\). Putting this in the first relation and summing the geometric series,

\[
k_0n_s=J(1+r+\dots+r^{N-1})
\quad\Longrightarrow\quad
J=k_0n_s\,\frac{1-r}{1-r^N}.
\]

Here \(r^N=e^{-2NL_1/L}=e^{-L_1/a}=e^{-zeV/kT}\), which does not depend on thickness. With \(u=\Omega n_s\nu e^{-W/kT}\), one has \(\Omega k_0n_s=u\,e^{L_1/L}\), and multiplying by \(1-r\) turns the exponential into a hyperbolic sine:

\[
\frac{dL}{dt}=\Omega J=\frac{2u\sinh(L_1/L)}{1-e^{-zeV/kT}} .
\]

The inner barrier \(U\) has dropped out. Direct solution of the balance equations for chains of 3 to 2000 hops, with two values of \(U\), confirms both the rate and this cancellation.

For \(L\ll L_1\) return jumps are negligible. Since \(zeV\gg kT\) as well, the rate becomes the Cabrera–Mott expression \(dL/dt=u\,e^{L_1/L}\), controlled by entry at the metal. For \(L\gg L_1\) the sine is linear and \(L\,dL/dt=2uL_1/(1-e^{-zeV/kT})\), again a parabola. Its origin differs from Wagner's: here a fixed voltage acts across a film without space charge, whereas there a neutral mixed conductor is driven by a difference in chemical potential. A parabolic record alone does not tell the two apart.

The Cabrera–Mott rate, valid for \(L\ll L_1\), can be integrated from zero thickness. With \(x=L_1/L\) and the substitution \(\ell=L/s\), \(d\ell=-L\,ds/s^2\),

\[
ut=\int_0^Le^{-L_1/\ell}\,d\ell
=L\int_1^\infty\frac{e^{-xs}}{s^2}\,ds
=\frac{L_1}{x}E_2(x),
\]

where \(E_n(x)=\int_1^\infty e^{-xs}s^{-n}ds\). One integration by parts gives \(E_n=e^{-x}/x-(n/x)E_{n+1}\), and repeating it gives

\[
x\,e^xE_2(x)=1-\frac2x+\frac6{x^2}-\dots
\]

Keeping the first term, \(ut\simeq L_1e^{-x}/x^2=(L^2/L_1)e^{-x}\), and taking logarithms,

\[
\frac1L\simeq\frac1{L_1}\left[\ln\frac{L^2}{L_1u}-\ln t\right].
\]

This is the inverse-logarithmic law, \(1/L=A-B\ln t\). It is an asymptotic form for \(L\ll L_1\), and \(A\) still contains \(\ln L^2\), so a plot of \(1/L\) against \(\ln t\) is slightly curved. From the rate and the integral, its local slope follows without further approximation:

\[
-L_1\frac{d(1/L)}{d\ln t}=\frac{L_1t}{L^2}\,u\,e^x=x\,e^xE_2(x)<1 .
\]

The inequality holds because \(E_2(x)<\int_1^\infty e^{-xs}ds=e^{-x}/x\). Reading \(B\) as \(1/L_1\) therefore overestimates \(L_1\), and with it \(aV\). The growth exponent is

\[
\frac{d\ln L}{d\ln t}=\frac{t}{L}\,u\,e^x=e^xE_2(x)\approx\frac1x ,
\]

where the last form is only the leading term for \(x\gg1\) and lies above the exact value, by about 10% at \(x=18\) and 37% at \(x=4.7\). The exponent is to be compared with \(\tfrac12\) for a parabolic scale of negligible initial thickness.

For a thin-film example take \(z=2\), \(T=300\) K, \(V=1\) V, \(W=1.3\) eV, \(U=0.7\) eV, \(a=0.125\) nm, \(n_s=10^{19}\ \mathrm{m^{-2}}\) and \(\nu=10^{13}\ \mathrm{s^{-1}}\), keeping \(\Omega\) and the permittivity. These give

\[
L_1=\frac{2\times0.125\ \mathrm{nm}\times1\ \mathrm{eV}}{0.02585\ \mathrm{eV}}=9.67\ \mathrm{nm},
\qquad u=2.9\times10^{-19}\ \mathrm{m/s}.
\]

Without the field, entry would be hopelessly slow; at \(L=0.53\) nm the field multiplies it by \(e^{18.3}\), about \(9\times10^7\). The thickness is 0.53 nm after 1 s, 0.79 nm after \(10^3\) s, 1.17 nm after \(10^5\) s and 2.06 nm after \(10^7\) s. Seven decades of time multiply it by 3.9, whereas a parabola from zero thickness would multiply it by \(10^{3.5}\approx3200\). The growth exponent rises from 0.049 to 0.155 over this range.

The scaled slope \(x\,e^xE_2(x)\) falls from 0.91 at 1 s to 0.73 at \(10^7\) s. A straight line through the points at 1 s and \(10^5\) s gives an apparent length

\[
\frac{\ln10^5}{1/0.528-1/1.167}\ \mathrm{nm}=11.1\ \mathrm{nm},
\]

which is 15% above the true \(L_1\). Fitting the integrated law with \(E_2\) avoids this bias within the model as long as \(L\ll L_1\), where return jumps are negligible.

The thinnest films strain the assumptions. At 1 s the film is about two hops thick, so a continuous \(L\) is a crude description, and it remains rough over the whole range above. If each layer of 0.25 nm is completed at the rate belonging to its starting thickness, 1.0 nm is reached in \(2\times10^3\) s instead of \(1.9\times10^4\) s, and 2.0 nm in \(5.2\times10^6\) s instead of \(8.3\times10^6\) s. The field is 1.9 V/nm and lowers each forward barrier by \(0.25/0.528=0.47\) eV, still less than \(U\). It is, however, above the fields of order 1 V/nm or less that thicker oxide films withstand, so a barrier lowering linear in the field is not assured there. The surface must hold \(\varepsilon V/(eL)=1.0\times10^{18}\) elementary charges per square metre, a tenth of \(n_s\); if it cannot, \(V\) is not constant.

The neglected space charge can be bounded. In the chain the first layer is the fullest, and \(n_1<(k_0/k_+)n_s=n_se^{-(W-U)/kT}\), since the field cancels in the ratio. Filling every layer to this bound gives a charge density \(\rho=zen_se^{-(W-U)/kT}/(2a)\) and a potential \(\rho L^2/2\varepsilon\), which is below \(10^{-6}\) V at \(L=L_1\). It reaches \(V\) at 13 µm. The uniform field is therefore safe far below that thickness as regards the hopping cations, though other charged defects could end it sooner.

Reaching \(L=L_1\) takes \(5.3\times10^9\) s, about 170 years, so for these parameters the fixed-voltage parabola, with constant \(5.6\times10^{-27}\ \mathrm{m^2/s}\), lies beyond any practical exposure. The film never stops growing in this model; it becomes too slow to follow. This presumes that electrons keep \(V\) constant. Tunnelling through a barrier of 1 to 3 eV with the free-electron mass can match the ionic current only up to about 4 to 2.4 nm. Beyond that the voltage falls unless thermionic emission or another conduction path supplies the electrons, so results at \(L\approx L_1\) and above describe the model and need not describe a real film. The numerical output lists the values for both cases.

## Calculated quantities

```
CHECKS
flux error of neutral formula, thick film = 1.82e-05
flux error of neutral formula, thin film = 2.93e-02
moving boundary: site fraction = 0.01
moving boundary: kp deviation = 6.72e-03
THICK SCALE
z = 2, T = 1300 K, Omega = 2.0e-29 m^3, eps_r = 10
Dv = 1e-11 m^2/s, Dh = 1e-09 m^2/s
p_in = 1e-10 bar, p_out = 0.2 bar
vacancy site fraction at 1 bar = 0.001
vacancy site fraction, outer = 0.0007647
vacancy site fraction, inner = 2.154e-05
pressure exponent = 0.1667
ionic conductivity, outer = 0.002187 S/m
electronic conductivity, outer = 0.1094 S/m
ambipolar conductivity, outer = 0.002145 S/m
electronic transference number = 0.9804
integral of ambipolar conductivity = 0.0125 S/m
ambipolar diffusion coefficient = 2.941e-11 m^2/s
kp = 2.186e-14 m^2/s
kp = 2.186e-10 cm^2/s
Debye length, outer = 0.519 nm
Debye length, inner = 3.09 nm
L after 1 h = 12.55 um
L after 10 h = 39.67 um
L after 100 h = 125.5 um
THIN FILM
T = 300 K, V = 1.0 V, W = 1.3 eV, U = 0.7 eV
a = 0.125 nm, n_s = 1e+19 m^-2, nu = 1e+13 s^-1
kT = 0.02585 eV
L1 = 9.67 nm
u = 2.897e-19 m/s
t = 1e+00 s: L = 0.5280 nm, x = 18.316, slope = 0.9056, exponent = 0.0494
t = 1e+03 s: L = 0.7939 nm, x = 12.181, slope = 0.8667, exponent = 0.0712
t = 1e+05 s: L = 1.1667 nm, x = 8.289, slope = 0.8191, exponent = 0.0988
t = 1e+07 s: L = 2.0572 nm, x = 4.701, slope = 0.7284, exponent = 0.1550
field at 1 s = 1.894 V/nm
surface charge number at 1 s = 1.047e+18 m^-2
apparent L1 from 1 s and 1e5 s = 11.1 nm
time to reach L = L1 = 5.349e+09 s
time to reach L = L1 = 169.5 years
fixed-V parabolic constant = 5.604e-27 m^2/s
space-charge potential at L = L1 = 5.636e-07 V
L where space charge matters = 12.88 um
```
